**Flat band and zero gate voltage in a charge-free MOS stack**

The program tests the result $V_{FB}=\phi_{ms}=(\Phi_M-\Phi_S)/q$, where $\Phi_M$ and $\Phi_S$ are the work functions of the gate and the neutral silicon. It solves Poisson's equation through oxide and silicon from absolute band positions and finds flat band by a search in gate voltage. The assertions compare that search with the formula for two gates, two oxide thicknesses and both doping types. They also cover the depletion formula for the surface bending $\psi_s$, the silicon charge, the threshold voltage, and the shift and cancellation caused by interface charge. For a 4.10 eV gate on 10 nm of oxide and p-type silicon with $10^{17}$ acceptors per cm³, the output gives $V_{FB}=-0.922$ V. At zero gate voltage the bending is 0.54 V and the oxide drop is 0.38 V. The bending vanishes for a gate matched to the silicon work function and changes sign for a 5.2 eV gate. Material parameters are rough typical values, and the last part of the output sizes effects that the model neglects.

## Numerical check

```python
"""
Result under test: for a metal / charge-free oxide / silicon stack the flat-band
gate voltage is phi_ms = (Phi_M - Phi_S)/q, so at zero gate voltage the silicon
bands are bent unless the two work functions are equal.

Phi_M, Phi_S : work functions of gate and neutral silicon (eV)
psi          : silicon surface potential minus bulk potential (V);
               positive means bands bent down towards the oxide
v_ox         : gate potential minus silicon surface potential (V)
gamma        : sqrt(2 q eps_si N_A)/C_ox (V^0.5)

The numerical side solves Poisson's equation through oxide and silicon with
absolute band positions (silicon Fermi level = 0). The electrostatic potential is
minus the local vacuum level divided by q. Internal lengths and charges are SI.
Material parameters are rough typical values.
"""
from collections import namedtuple
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

q = const.e
EPS_OX = 3.9 * const.epsilon_0
EPS_SI = 11.7 * const.epsilon_0
AFFINITY = 4.05          # eV, silicon
GAP_300 = 1.12           # eV, silicon at 300 K
GAP_SLOPE = 2.7e-4       # eV/K, rough narrowing of the gap on heating
NC_300, NV_300 = 2.9e25, 3.1e25   # m^-3
N_A = 1e23               # m^-3
T_OX = 10e-9             # m
PHI_M = 4.1              # eV, aluminium-like gate
DEPTH = 500e-9           # m, simulated silicon depth

Stack = namedtuple("Stack", "psi v_ox charge electrons bulk_potential")


def silicon(temperature):
    """Thermal voltage, band densities and gap; affinity is held fixed."""
    scale = (temperature / 300.0) ** 1.5
    gap = GAP_300 - GAP_SLOPE * (temperature - 300.0)
    return const.k * temperature / q, NC_300 * scale, NV_300 * scale, gap


def neutral_potential(doping, temperature=300.0):
    """Potential at which holes - electrons + ionized dopants vanish."""
    vt, nc, nv, gap = silicon(temperature)

    def net(phi):
        holes = nv * np.exp(-(phi + AFFINITY + gap) / vt)
        electrons = nc * np.exp((phi + AFFINITY) / vt)
        return (holes - electrons + doping) / abs(doping)
    return brentq(net, -AFFINITY - gap, -AFFINITY)


def solve_stack(phi_m, v_gate, doping=-N_A, t_ox=T_OX, sheet=0.0,
                temperature=300.0):
    """Finite-volume Poisson solution; zero field at the far silicon end."""
    vt, nc, nv, gap = silicon(temperature)
    surface = 10
    x_ox = np.linspace(-t_ox, 0.0, surface + 1)
    x_si = DEPTH * np.linspace(0.0, 1.0, 1501) ** 1.5
    h = np.diff(np.concatenate([x_ox, x_si[1:]]))
    g = np.where(np.arange(h.size) < surface, EPS_OX, EPS_SI) / h
    volume = np.zeros(h.size + 1)
    volume[surface:-1] += h[surface:] / 2
    volume[surface + 1:] += h[surface:] / 2
    phi = np.full(h.size + 1, neutral_potential(doping, temperature))
    phi[:surface + 1] = np.linspace(v_gate - phi_m, phi[-1], surface + 1)
    band = np.zeros((3, h.size))
    band[0, 1:] = -g[1:]
    band[2, :-1] = -g[1:]
    for _ in range(3000):
        holes = nv * np.exp(-(phi + AFFINITY + gap) / vt)
        electrons = nc * np.exp((phi + AFFINITY) / vt)
        charge = q * (holes - electrons + doping) * volume
        flux = g * np.diff(phi)
        residual = np.append(flux[1:], 0.0) - flux + charge[1:]
        residual[surface - 1] += sheet
        band[1] = (g + np.append(g[1:], 0.0)
                   + (q * (holes + electrons) * volume / vt)[1:])
        step = solve_banded((1, 1), band, residual)
        largest = np.max(np.abs(step[surface - 1:]))
        # Steps of at most one thermal voltage always lower the convex energy.
        phi[1:] += step * vt / max(vt, largest)
        if largest < 1e-9:
            break
    else:
        raise RuntimeError("Poisson solver did not converge")
    return Stack(phi[surface] - phi[-1], phi[0] - phi[surface],
                 charge.sum(), electrons[surface], phi[-1])


def find_flat_band(phi_m, **options):
    return brentq(lambda v: solve_stack(phi_m, v, **options).psi,
                  -2.0, 2.0, xtol=1e-8)


def work_function_p(temperature=300.0):
    vt, _, nv, gap = silicon(temperature)
    return AFFINITY + gap - vt * np.log(nv / N_A)


def depletion_bending(drive, temperature=300.0):
    """Closed form for p-type silicon; drive = V_G - phi_ms."""
    vt = silicon(temperature)[0]
    root = -gamma / 2 + np.sqrt(gamma ** 2 / 4 + drive - vt)
    return root ** 2 + vt


vt, nc, nv, gap = silicon(300.0)
c_ox = EPS_OX / T_OX
gamma = np.sqrt(2 * q * EPS_SI * N_A) / c_ox
phi_s = work_function_p()
phi_ms = PHI_M - phi_s
phi_s_n = AFFINITY + vt * np.log(nc / N_A)

# Work functions: formula against numerical charge neutrality.
assert abs(phi_s + neutral_potential(-N_A)) < 1e-6
assert abs(phi_s_n + neutral_potential(N_A)) < 1e-6

# Flat band found by search, without using the work-function difference.
flat_band = find_flat_band(PHI_M)
flat_band_thin = find_flat_band(PHI_M, t_ox=5e-9)
flat_band_high = find_flat_band(5.2)
flat_band_n = find_flat_band(PHI_M, doping=N_A)
assert abs(flat_band - phi_ms) < 1e-5
assert abs(flat_band_thin - phi_ms) < 1e-5
assert abs(flat_band_high - (5.2 - phi_s)) < 1e-5
assert abs(flat_band_n - (PHI_M - phi_s_n)) < 1e-5
# With flat silicon and no oxide charge, the gate carries no charge either.
assert abs(solve_stack(PHI_M, flat_band).v_ox) < 1e-5

# Zero gate voltage: full solution against the depletion closed form.
zero = solve_stack(PHI_M, 0.0)
psi_formula = depletion_bending(-phi_ms)
width = np.sqrt(2 * EPS_SI * (psi_formula - vt) / (q * N_A))
# Grid error is of order (spacing/Debye length)^2, well below these limits.
assert abs(zero.psi - psi_formula) < 5e-4
assert abs(zero.v_ox + zero.psi + phi_ms) < 1e-5
assert abs(zero.charge / (-q * N_A * width) - 1) < 2e-3
assert abs(zero.charge / (-c_ox * zero.v_ox) - 1) < 1e-5
assert abs(zero.bulk_potential + phi_s) < 1e-5

# Sign of the bending, and the exception of equal work functions.
middle = solve_stack(4.6, 0.0)
matched = solve_stack(phi_s, 0.0)
high = solve_stack(5.2, 0.0)
on_n = solve_stack(PHI_M, 0.0, doping=N_A)
assert zero.psi > middle.psi > 0 > high.psi
assert abs(matched.psi) < 1e-6 and abs(matched.v_ox) < 1e-6
assert on_n.psi > 0 and PHI_M < phi_s_n

# Threshold: the predicted gate voltage must give twice the Fermi potential.
n_i = np.sqrt(nc * nv) * np.exp(-gap / (2 * vt))
phi_f = vt * np.log(N_A / n_i)
threshold = phi_ms + 2 * phi_f + gamma * np.sqrt(2 * phi_f)
at_threshold = solve_stack(PHI_M, threshold)
assert abs(at_threshold.psi - 2 * phi_f) < 1e-3

# Interface charge: shift of flat band and accidental cancellation.
sheet_test = q * 1e15    # 1e11 elementary charges per cm^2
flat_band_charged = find_flat_band(PHI_M, sheet=sheet_test)
assert abs(flat_band_charged - (phi_ms - sheet_test / c_ox)) < 1e-5
cancelling = c_ox * phi_ms
assert abs(solve_stack(PHI_M, 0.0, sheet=cancelling).psi) < 1e-5

# Sizes of neglected or uncertain effects.
change_gate = solve_stack(PHI_M + 0.1, 0.0).psi - zero.psi
change_sheet = solve_stack(PHI_M, 0.0, sheet=sheet_test).psi - zero.psi
hot = solve_stack(PHI_M, 0.0, temperature=400.0)
hot_formula = depletion_bending(work_function_p(400.0) - PHI_M, 400.0)
assert abs(hot.psi - hot_formula) < 1e-3

trap_density = 5e14      # m^-2 eV^-1, rough: 5e10 cm^-2 eV^-1
trap_shift = q * trap_density * zero.psi / c_ox

acceptor_level = 0.045   # eV above valence edge, rough boron value
binding = 4 * np.exp(acceptor_level / vt) / nv
holes_bulk = brentq(lambda p: p * (1 + binding * p) / N_A - 1, 0.0, N_A)
ionization_shift = vt * np.log(N_A / holes_bulk)


def fermi_half(eta):
    value = quad(lambda y: y * y / (1 + np.exp(y * y - eta)), 0, 8,
                 epsabs=1e-12, epsrel=1e-10)[0]
    return 4 / np.sqrt(np.pi) * value


eta_boltzmann = np.log(N_A / nv)
eta_fermi = brentq(lambda eta: fermi_half(eta) * nv / N_A - 1,
                   eta_boltzmann - 1, eta_boltzmann + 1)
degeneracy_shift = vt * (eta_fermi - eta_boltzmann)

metal_density = 1.8e29   # m^-3, rough aluminium valence-electron density
metal_fermi = (const.hbar ** 2 * (3 * np.pi ** 2 * metal_density) ** (2 / 3)
               / (2 * const.m_e))
screening = np.sqrt(2 * const.epsilon_0 * metal_fermi
                    / (3 * metal_density * q ** 2))
field_ox = zero.v_ox / T_OX
metal_drop = EPS_OX * field_ox / const.epsilon_0 * screening

breakdown_field = 1e9    # V/m, rough: 10 MV/cm
barrier = 3.2            # eV, rough gate-to-oxide barrier
tunnel_mass = 0.4        # free-electron masses, rough
decay = np.sqrt(2 * tunnel_mass * const.m_e * barrier * q) / const.hbar
log_tunnel = -2 * decay * T_OX / np.log(10)


def show(label, value, unit, style=".4f"):
    print(f"{label}: {value:{style}} {unit}".rstrip())


show("Temperature", 300.0, "K", ".0f")
show("Thermal voltage", vt, "V", ".5f")
show("Oxide thickness", T_OX * 1e9, "nm", ".1f")
show("Doping, acceptors or donors", N_A * 1e-6, "cm^-3", ".1e")
show("Silicon affinity", AFFINITY, "eV", ".2f")
show("Silicon gap", gap, "eV", ".2f")
show("Conduction-band density N_c", nc * 1e-6, "cm^-3", ".1e")
show("Valence-band density N_v", nv * 1e-6, "cm^-3", ".1e")
show("Relative permittivity of oxide", EPS_OX / const.epsilon_0, "", ".1f")
show("Relative permittivity of silicon", EPS_SI / const.epsilon_0, "", ".1f")
show("Gate work function", PHI_M, "eV", ".2f")
show("p-silicon work function", phi_s, "eV")
show("phi_ms, formula", phi_ms, "V")
show("Flat-band voltage, search, 10 nm oxide", flat_band, "V")
show("Flat-band voltage, search, 5 nm oxide", flat_band_thin, "V")
show("Oxide capacitance", c_ox * 1e2, "uF/cm^2")
show("gamma", gamma, "V^0.5")
show("V_G=0: psi, closed form", psi_formula, "V")
show("V_G=0: psi, Poisson solution", zero.psi, "V")
show("V_G=0: oxide drop, Poisson solution", zero.v_ox, "V")
show("V_G=0: oxide field", field_ox * 1e-8, "MV/cm", ".3f")
show("V_G=0: silicon surface field",
     field_ox * EPS_OX / EPS_SI * 1e-8, "MV/cm", ".3f")
show("V_G=0: depletion width", width * 1e9, "nm", ".1f")
show("V_G=0: gate charge / q", -zero.charge / q * 1e-4, "cm^-2", ".3e")
show("V_G=0: surface electrons / N_A", zero.electrons / N_A, "", ".1e")
show("psi at V_G=0, gate 4.6 eV", middle.psi, "V")
show("psi at V_G=0, matched gate", abs(round(matched.psi, 6)), "V")
show("psi at V_G=0, gate 5.2 eV", high.psi, "V")
show("n-silicon work function", phi_s_n, "eV")
show("Flat-band voltage, search, n-silicon", flat_band_n, "V")
show("psi at V_G=0, 4.1 eV gate on n-silicon", on_n.psi, "V")
show("Intrinsic density", n_i * 1e-6, "cm^-3", ".2e")
show("Twice Fermi potential", 2 * phi_f, "V")
show("Threshold voltage", threshold, "V")
show("Threshold if phi_ms is ignored", threshold - phi_ms, "V")
show("psi solved at threshold voltage", at_threshold.psi, "V")
show("Interface charge / q that flattens bands at V_G=0",
     cancelling / q * 1e-4, "cm^-2", ".3e")
show("Flat-band shift, +1e11 cm^-2 interface charges",
     (flat_band_charged - flat_band) * 1e3, "mV", ".1f")
show("psi change, gate work function +0.1 eV", change_gate * 1e3, "mV", ".1f")
show("psi change, +1e11 cm^-2 interface charges",
     change_sheet * 1e3, "mV", ".1f")
show("psi at V_G=0 and 400 K", hot.psi, "V")
show("Trap density assumed", trap_density * 1e-4, "cm^-2 eV^-1", ".0e")
show("Trap effect as gate voltage", trap_shift * 1e3, "mV", ".1f")
show("Ionized acceptor fraction in bulk", holes_bulk / N_A, "", ".3f")
show("Fermi-level shift, incomplete ionization",
     ionization_shift * 1e3, "meV", ".2f")
show("Fermi-level shift, degeneracy", degeneracy_shift * 1e3, "meV", ".3f")
show("Metal screening length", screening * 1e9, "nm", ".3f")
show("Voltage drop inside metal", metal_drop * 1e3, "mV", ".1f")
show("Rough oxide breakdown field", breakdown_field * 1e-8, "MV/cm", ".0f")
show("Oxide field / breakdown field", field_ox / breakdown_field, "", ".3f")
show("Tunnel barrier assumed", barrier, "eV", ".1f")
show("Tunnel mass assumed", tunnel_mass, "electron masses", ".1f")
show("log10 of tunnelling factor", log_tunnel, "", ".0f")
print("all tests passed")
```

It prints:

```
Temperature: 300 K
Thermal voltage: 0.02585 V
Oxide thickness: 10.0 nm
Doping, acceptors or donors: 1.0e+17 cm^-3
Silicon affinity: 4.05 eV
Silicon gap: 1.12 eV
Conduction-band density N_c: 2.9e+19 cm^-3
Valence-band density N_v: 3.1e+19 cm^-3
Relative permittivity of oxide: 3.9
Relative permittivity of silicon: 11.7
Gate work function: 4.10 eV
p-silicon work function: 5.0217 eV
phi_ms, formula: -0.9217 V
Flat-band voltage, search, 10 nm oxide: -0.9217 V
Flat-band voltage, search, 5 nm oxide: -0.9217 V
Oxide capacitance: 0.3453 uF/cm^2
gamma: 0.5276 V^0.5
V_G=0: psi, closed form: 0.5425 V
V_G=0: psi, Poisson solution: 0.5425 V
V_G=0: oxide drop, Poisson solution: 0.3792 V
V_G=0: oxide field: 0.379 MV/cm
V_G=0: silicon surface field: 0.126 MV/cm
V_G=0: depletion width: 81.7 nm
V_G=0: gate charge / q: 8.174e+11 cm^-2
V_G=0: surface electrons / N_A: 1.8e-05
psi at V_G=0, gate 4.6 eV: 0.2009 V
psi at V_G=0, matched gate: 0.0000 V
psi at V_G=0, gate 5.2 eV: -0.0427 V
n-silicon work function: 4.1966 eV
Flat-band voltage, search, n-silicon: -0.0966 V
psi at V_G=0, 4.1 eV gate on n-silicon: 0.0256 V
Intrinsic density: 1.17e+10 cm^-3
Twice Fermi potential: 0.8251 V
Threshold voltage: 0.3827 V
Threshold if phi_ms is ignored: 1.3044 V
psi solved at threshold voltage: 0.8251 V
Interface charge / q that flattens bands at V_G=0: -1.987e+12 cm^-2
Flat-band shift, +1e11 cm^-2 interface charges: -46.4 mV
psi change, gate work function +0.1 eV: -72.4 mV
psi change, +1e11 cm^-2 interface charges: 34.1 mV
psi at V_G=0 and 400 K: 0.4787 V
Trap density assumed: 5e+10 cm^-2 eV^-1
Trap effect as gate voltage: 12.6 mV
Ionized acceptor fraction in bulk: 0.936
Fermi-level shift, incomplete ionization: 1.72 meV
Fermi-level shift, degeneracy: 0.029 meV
Metal screening length: 0.049 nm
Voltage drop inside metal: 7.2 mV
Rough oxide breakdown field: 10 MV/cm
Oxide field / breakdown field: 0.038
Tunnel barrier assumed: 3.2 eV
Tunnel mass assumed: 0.4 electron masses
log10 of tunnelling factor: -50
all tests passed
```
